# Mean 1/r and ∫PQ/r for Dirac-Coulomb States from the Sommerfeld Formula: test program

```python
"""
Result under test, for a Dirac electron in the potential -Z/r (atomic units):
    <1/r>          = Z (n_r gamma + kappa^2) / (gamma N^3)
    int P Q / r dr = Z^2 kappa / (2 c gamma N^3)
gamma = sqrt(kappa^2 - (Z/c)^2),  N = sqrt(n_r^2 + 2 n_r gamma + kappa^2).
P, Q: large and small radial functions, int (P^2 + Q^2) dr = 1, obeying
    c (P' + kappa P/r) = (E + c^2 + Z/r) Q
    c (Q' - kappa Q/r) = (c^2 - E - Z/r) P
n_r: degree of the polynomial factor; kappa may be any real number with
|kappa| > Z/c.  Binding energy B = c^2 - E.
Reference side: two-sided integration of the radial equations in t = ln r,
with B found by matching, followed by quadrature.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

C = 1.0 / const.fine_structure
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = const.physical_constants["Bohr radius"][0] * 1e10
R_START = 1e-8


def closed_forms(Z, kappa, n_r):
    """gamma, N, binding energy, <1/r>, int PQ/r from the formulas."""
    zeta = Z / C
    gamma = np.sqrt(kappa**2 - zeta**2)
    N = np.sqrt(n_r**2 + 2 * n_r * gamma + kappa**2)
    binding = Z**2 / (N * (N + n_r + gamma))
    inv_r = Z * (n_r * gamma + kappa**2) / (gamma * N**3)
    pq_r = Z**2 * kappa / (2 * C * gamma * N**3)
    return gamma, N, binding, inv_r, pq_r


def radial_rhs(t, y, B, Z, kappa):
    r = np.exp(t)
    P, Q = y
    return (-kappa * P + (r * (2 * C**2 - B) + Z) / C * Q,
            kappa * Q + (r * B - Z) / C * P)


def two_sided(B, Z, kappa, n, dense=False):
    """Regular solution from the origin, decaying solution from outside."""
    zeta = Z / C
    gamma = np.sqrt(kappa**2 - zeta**2)
    if kappa > 0:
        ratio = (gamma + kappa) / zeta
    else:
        ratio = -zeta / (gamma - kappa)
    decay = np.sqrt(B * (2 * C**2 - B)) / C
    t_match = np.log(n**2 / Z)
    t_end = np.log(36.0 / decay)
    options = dict(method="DOP853", rtol=1e-11, atol=1e-14,
                   args=(B, Z, kappa), dense_output=dense)
    outward = solve_ivp(radial_rhs, (np.log(R_START), t_match),
                        [1.0, ratio], **options)
    inward = solve_ivp(radial_rhs, (t_end, t_match),
                       [1.0, -np.sqrt(B / (2 * C**2 - B))], **options)
    return outward, inward, t_match, t_end


def mismatch(B, Z, kappa, n):
    outward, inward, _, _ = two_sided(B, Z, kappa, n)
    u, v = outward.y[:, -1], inward.y[:, -1]
    return (u[0] * v[1] - u[1] * v[0]) / np.hypot(*u) / np.hypot(*v)


def bracket(Z, n):
    """Binding energies around the nonrelativistic value for this n."""
    return Z**2 / (2 * (n + 0.3)**2), Z**2 / (2 * (n - 0.4)**2)


def numerical_binding(Z, kappa, n_r):
    n = n_r + abs(kappa)
    low, high = bracket(Z, n)
    return brentq(mismatch, low, high, args=(Z, kappa, n),
                  xtol=1e-11, rtol=1e-13)


def numerical_state(Z, kappa, n_r):
    B = numerical_binding(Z, kappa, n_r)
    outward, inward, t_match, t_end = two_sided(
        B, Z, kappa, n_r + abs(kappa), dense=True)
    u, v = outward.y[:, -1], inward.y[:, -1]
    scale = np.dot(u, v) / np.dot(v, v)

    def raw(t):
        return np.hstack([outward.sol(t[t <= t_match]),
                          scale * inward.sol(t[t > t_match])])

    t = np.linspace(np.log(R_START), t_end, 8001)
    P, Q = raw(t)
    norm = np.sqrt(simpson((P**2 + Q**2) * np.exp(t), x=t))
    P, Q = P / norm, Q / norm
    dP, dQ = CubicSpline(t, P)(t, 1), CubicSpline(t, Q)(t, 1)
    return dict(B=B, t_end=t_end, t=t, P=P, Q=Q,
                functions=lambda s: raw(s) / norm,
                inv_r=simpson(P**2 + Q**2, x=t),
                pq_r=simpson(P * Q, x=t),
                radial_kinetic=C * simpson(Q * dP - P * dQ, x=t))


def rel(a, b):
    return abs(a / b - 1.0)


# Closed forms against quadrature, for integer and non-integer kappa
Z_I = 53
labels = {"1s": (-1, 0), "2s": (-1, 1), "2p1/2": (1, 1), "2p3/2": (-2, 0)}
cases = [(Z_I, k, m) for k, m in labels.values()]
cases += [(Z_I, 1.4, 2), (80, -1.3, 1), (1, 1, 1), (1, -2, 0)]
states = {case: numerical_state(*case) for case in cases}
worst = np.zeros(3)
for case, s in states.items():
    gamma, N, B, inv_r, pq_r = closed_forms(*case)
    errors = [rel(s["B"], B), rel(s["inv_r"], inv_r), rel(s["pq_r"], pq_r)]
    worst = np.maximum(worst, errors)
    assert errors[0] < 1e-7 and max(errors[1:]) < 1e-6, (case, errors)
    # virial relation and angular share of the kinetic term
    Z, kappa, n_r = case
    angular = 2 * C * kappa * s["pq_r"]
    kinetic = s["radial_kinetic"] + angular
    assert rel(kinetic, Z * s["inv_r"]) < 1e-5
    share = kappa**2 / (n_r * gamma + kappa**2)
    assert abs(angular / kinetic - share) < 1e-5

# No regular bound state with n_r = 0 for positive kappa
ends = [mismatch(B, Z_I, 1, 1) for B in bracket(Z_I, 1)]
assert ends[0] * ends[1] > 0

# 2s and 2p1/2: equal <1/r>, opposite PQ integrals
s2, p2 = states[(Z_I, -1, 1)], states[(Z_I, 1, 1)]
assert rel(s2["inv_r"], p2["inv_r"]) < 1e-6
assert rel(-s2["pq_r"], p2["pq_r"]) < 1e-6

# The polynomial factor of the 2p1/2 large component has degree n_r = 1
r = np.exp(p2["t"])
window = (r > 0.1 / Z_I) & (r < 8.0 / Z_I)
decay = np.sqrt(p2["B"] * (2 * C**2 - p2["B"])) / C
gamma_p = closed_forms(Z_I, 1, 1)[0]
factor = (p2["P"] / r**gamma_p * np.exp(decay * r))[window]
x = Z_I * r[window]
residual = [np.max(abs(np.polyval(np.polyfit(x, factor, d), x) - factor))
            / np.max(abs(factor)) for d in (0, 1)]
assert residual[0] > 0.1 and residual[1] < 1e-6

# Derivatives of numerical energies (E = c^2 - B) against quadrature
h_k, h_z = 1e-3, 0.05
dE_dk = -(numerical_binding(Z_I, 1 + h_k, 1)
          - numerical_binding(Z_I, 1 - h_k, 1)) / (2 * h_k)
dE_dZ = -(numerical_binding(Z_I + h_z, 1, 1)
          - numerical_binding(Z_I - h_z, 1, 1)) / (2 * h_z)
assert rel(dE_dk, 2 * C * p2["pq_r"]) < 2e-5
assert rel(dE_dZ, -p2["inv_r"]) < 2e-5

# Holding n = n_r + |kappa| fixed gives a different, wrong derivative
fixed_n = -(closed_forms(Z_I, 1 + h_k, 1 - h_k)[2]
            - closed_forms(Z_I, 1 - h_k, 1 + h_k)[2]) / (2 * h_k)
fraction = fixed_n / (2 * C * p2["pq_r"])
assert abs(fraction - (1 - gamma_p)) < 1e-4 and fraction < 0.2

# Two-state identity at finite separation of Z and kappa
Z2, k2 = 80, -1.3
other = states[(Z2, k2, 1)]
t = np.linspace(np.log(R_START), min(s2["t_end"], other["t_end"]), 8001)
(P1, Q1), (P2, Q2) = s2["functions"](t), other["functions"](t)
density = P1 * P2 + Q1 * Q2
left = (s2["B"] - other["B"]) * simpson(density * np.exp(t), x=t)
right = (-(Z2 - Z_I) * simpson(density, x=t)
         + C * (k2 + 1) * simpson(P1 * Q2 + Q1 * P2, x=t))
assert rel(left, right) < 1e-5

# Weak coupling: Z/n^2 and sgn(kappa) Z^2/n^3, here with Z = 1, n = 2
for kappa, n_r in ((1, 1), (-2, 0)):
    s = states[(1, kappa, n_r)]
    assert rel(s["inv_r"], 1 / 4) < 2e-4
    assert rel(2 * C * s["pq_r"], np.sign(kappa) / 8) < 2e-4

print(f"Nuclear charge Z (iodine, one electron): {Z_I}")
print(f"Speed of light c: {C:.6f} a.u.;  zeta = Z/c: {Z_I / C:.6f}")
print(f"Hartree: {HARTREE_EV:.6f} eV;  bohr: {BOHR_ANG:.8f} angstrom")
for name, (kappa, n_r) in labels.items():
    gamma, N, B, inv_r, pq_r = closed_forms(Z_I, kappa, n_r)
    s = states[(Z_I, kappa, n_r)]
    n = n_r + abs(kappa)
    print(f"{name}: kappa={kappa}, n_r={n_r}, gamma={gamma:.6f}, N={N:.6f}")
    print(f"  binding energy, formula:    {B * HARTREE_EV:.3f} eV")
    print(f"  binding energy, numerical:  {s['B'] * HARTREE_EV:.3f} eV")
    print(f"  <1/r>, formula:    {inv_r / BOHR_ANG:.6f} 1/angstrom")
    print(f"  <1/r>, quadrature: {s['inv_r'] / BOHR_ANG:.6f} 1/angstrom")
    print(f"  Z/n^2 (nonrel.):   {Z_I / n**2 / BOHR_ANG:.6f} 1/angstrom")
    print(f"  int PQ/r, formula:    {pq_r / BOHR_ANG:.6f} 1/angstrom")
    print(f"  int PQ/r, quadrature: {s['pq_r'] / BOHR_ANG:.6f} 1/angstrom")
    print(f"  main results in 1/bohr: {inv_r:.6f} and {pq_r:.6f}")
    print(f"  kinetic term Z<1/r>: {Z_I * inv_r * HARTREE_EV:.2f} eV")
    print(f"  angular part: {2 * C * kappa * pq_r * HARTREE_EV:.2f} eV,"
          f" share {2 * C * kappa * pq_r / (Z_I * inv_r):.6f}")
print(f"2p1/2 dE/dkappa, numerical energies: {dE_dk * HARTREE_EV:.2f} eV")
print(f"2p1/2 2c int PQ/r, quadrature: {2*C*p2['pq_r']*HARTREE_EV:.2f} eV")
print(f"2p1/2 dE/dkappa at fixed n (wrong): {fixed_n * HARTREE_EV:.2f} eV")
print(f"2p1/2 fixed-n value / true value: {fraction:.5f}")
print(f"2p1/2 dE/dZ, numerical energies: {dE_dZ * HARTREE_EV:.3f} eV")
print(f"2p1/2 -<1/r>, quadrature: {-p2['inv_r'] * HARTREE_EV:.3f} eV")
print(f"Two-state identity, Z=53,kappa=-1 and Z={Z2},kappa={k2}, n_r=1:")
print(f"  left {left * HARTREE_EV:.3f} eV, right {right * HARTREE_EV:.3f} eV")
print("Largest relative deviations over all test states:")
print(f"  B {worst[0]:.1e}, <1/r> {worst[1]:.1e}, int PQ/r {worst[2]:.1e}")
print("tests ok")
```

Printed output:

```
Nuclear charge Z (iodine, one electron): 53
Speed of light c: 137.035999 a.u.;  zeta = Z/c: 0.386760
Hartree: 27.211386 eV;  bohr: 0.52917721 angstrom
1s: kappa=-1, n_r=0, gamma=0.922181, N=1.000000
  binding energy, formula:    39765.663 eV
  binding energy, numerical:  39765.663 eV
  <1/r>, formula:    108.607242 1/angstrom
  <1/r>, quadrature: 108.607242 1/angstrom
  Z/n^2 (nonrel.):   100.155485 1/angstrom
  int PQ/r, formula:    -21.002451 1/angstrom
  int PQ/r, quadrature: -21.002451 1/angstrom
  main results in 1/bohr: 57.472477 and -11.114019
  kinetic term Z<1/r>: 82887.01 eV
  angular part: 82887.01 eV, share 1.000000
2s: kappa=-1, n_r=1, gamma=0.922181, N=1.960704
  binding energy, formula:    10040.049 eV
  binding energy, numerical:  10040.049 eV
  <1/r>, formula:    27.695978 1/angstrom
  <1/r>, quadrature: 27.695978 1/angstrom
  Z/n^2 (nonrel.):   25.038871 1/angstrom
  int PQ/r, formula:    -2.786338 1/angstrom
  int PQ/r, quadrature: -2.786338 1/angstrom
  main results in 1/bohr: 14.656080 and -1.474466
  kinetic term Z<1/r>: 21137.05 eV
  angular part: 10996.39 eV, share 0.520242
2p1/2: kappa=1, n_r=1, gamma=0.922181, N=1.960704
  binding energy, formula:    10040.049 eV
  binding energy, numerical:  10040.049 eV
  <1/r>, formula:    27.695978 1/angstrom
  <1/r>, quadrature: 27.695978 1/angstrom
  Z/n^2 (nonrel.):   25.038871 1/angstrom
  int PQ/r, formula:    2.786338 1/angstrom
  int PQ/r, quadrature: 2.786338 1/angstrom
  main results in 1/bohr: 14.656080 and 1.474466
  kinetic term Z<1/r>: 21137.05 eV
  angular part: 10996.39 eV, share 0.520242
2p3/2: kappa=-2, n_r=0, gamma=1.962248, N=2.000000
  binding energy, formula:    9645.634 eV
  binding energy, numerical:  9645.634 eV
  <1/r>, formula:    25.520599 1/angstrom
  <1/r>, quadrature: 25.520599 1/angstrom
  Z/n^2 (nonrel.):   25.038871 1/angstrom
  int PQ/r, formula:    -2.467585 1/angstrom
  int PQ/r, quadrature: -2.467585 1/angstrom
  main results in 1/bohr: 13.504919 and -1.305790
  kinetic term Z<1/r>: 19476.84 eV
  angular part: 19476.84 eV, share 1.000000
2p1/2 dE/dkappa, numerical energies: 10996.40 eV
2p1/2 2c int PQ/r, quadrature: 10996.39 eV
2p1/2 dE/dkappa at fixed n (wrong): 855.73 eV
2p1/2 fixed-n value / true value: 0.07782
2p1/2 dE/dZ, numerical energies: -398.812 eV
2p1/2 -<1/r>, quadrature: -398.812 eV
Two-state identity, Z=53,kappa=-1 and Z=80,kappa=-1.3, n_r=1:
  left -7412.947 eV, right -7412.947 eV
Largest relative deviations over all test states:
  B 9.7e-13, <1/r> 6.3e-12, int PQ/r 6.3e-12
tests ok
```
